# Matching the envelope function at an abrupt mass step

**Q:** I have computed the levels of a quantum well with round parameters: width 100 Å, depth 0.40 eV, mass 0.05 in the well and 0.10 in the barrier, in units of the electron mass. At each interface I made the envelope $F$ and its derivative $F'$ continuous, because a wavefunction has a continuous slope wherever the potential is finite. My ground level lies 0.0519 eV above the well bottom. Is anything wrong with that?

**A:** The rule you quote belongs to a different equation. In atomic units, with $\hbar=m_e=e=1$, a one-electron wavefunction in one dimension obeys

$$-\tfrac12\psi''+U\psi=E\psi .$$

Integrate from $-\varepsilon$ to $+\varepsilon$ across any point:

$$\psi'(\varepsilon)-\psi'(-\varepsilon)=2\int_{-\varepsilon}^{\varepsilon}(U-E)\psi\,dz .$$

For bounded $U$ the right side vanishes as $\varepsilon\to0$, so $\psi'$ is continuous. The argument rests on the form of this equation, in which no position-dependent mass stands between the two derivatives.

Your $F$ is not $\psi$. It is the slowly varying factor that multiplies the rapidly varying band-edge function of the crystal, and the effect of the crystal potential has been absorbed into an effective mass that differs between the layers. The matching rule for $F$ must come from the equation for $F$.

**Q:** Which equation is that?

**A:** I take the BenDaniel-Duke model: one parabolic band, zero in-plane wavevector, a positive mass $m(z)$ that is constant within each layer, and a bounded band edge $V(z)$. Then

$$-\frac12\frac{d}{dz}\left(\frac1{m(z)}\frac{dF}{dz}\right)+V(z)F=EF. \tag{1}$$

The mass stands between the two derivatives. Define $u=F'/m$, so that (1) becomes the pair

$$F'=mu,\qquad u'=2(V-E)F. \tag{2}$$

**Q:** And what does this pair say at the interface?

**A:** First, $F$ is continuous. A state of finite kinetic energy has a finite $\int|F'|^2/(2m)\,dz$, and since $m$ is bounded, $\int|F'|^2dz$ is finite too. By the Cauchy-Schwarz inequality,

$$|F(z_2)-F(z_1)|=\left|\int_{z_1}^{z_2}F'dz\right|\le\sqrt{z_2-z_1}\left(\int|F'|^2dz\right)^{1/2},$$

which goes to zero as $z_2\to z_1$.

Next, integrate the second equation of (2) across an interface at $z=0$:

$$u(\varepsilon)-u(-\varepsilon)=2\int_{-\varepsilon}^{\varepsilon}(V-E)F\,dz\to0 ,$$

because the integrand is bounded and the interval shrinks. So $u$ is continuous. With well material (w) on one side and barrier material (b) on the other,

$$\frac{F'_w}{m_w}=\frac{F'_b}{m_b},\qquad\text{or}\qquad F'_b=\frac{m_b}{m_w}F'_w. \tag{3}$$

The slope itself is continuous if the masses are equal or if the slope is zero at the interface. Otherwise the envelope has a kink and is steeper on the side of the heavier mass.

**Q:** How much does this change my levels?

**A:** Put the well between $-a$ and $a$, with $V=0$ inside and $V=V_0$ outside. For a bound state define

$$k=\sqrt{2m_wE},\qquad \kappa=\sqrt{2m_b(V_0-E)} .$$

State $n=0,1,2,\dots$ has the form $\cos(kz-n\pi/2)$ inside, which is even for even $n$ and odd for odd $n$. For $z>a$ it decays as $F(a)e^{-\kappa(z-a)}$. Hence at $z=a$

$$\frac{F'_w}{F}=-k\tan\left(ka-\frac{n\pi}2\right),\qquad \frac{F'_b}{F}=-\kappa .$$

Divide each by its own mass, equate them as (3) requires, and multiply by $-m_w$:

$$k\tan\left(ka-\frac{n\pi}2\right)=r\kappa,\qquad r=\frac{m_w}{m_b}. \tag{4}$$

Your rule gives the same equation with $r=1$.

On the branch $0<ka-n\pi/2<\pi/2$ the left side rises from zero as $E$ grows, while the right side falls and reaches zero at $E=V_0$. They cross once if the branch begins below $E=V_0$, that is, if $a\sqrt{2m_wV_0}>n\pi/2$. Here $a\sqrt{2m_wV_0}=3.62$, or 2.31 times $\pi/2$, so $n=0,1,2$ are bound. This count does not contain $r$, so both rules give three levels. Solving (4) numerically for its roots gives, in eV:

| $n$ | $F'/m$ continuous | $F'$ continuous |
|---|---|---|
| 0 | 0.0392 | 0.0519 |
| 1 | 0.1593 | 0.1960 |
| 2 | 0.3518 | 0.3736 |

Your ground level is too high by 0.0126 eV, which is 32% of the BenDaniel-Duke value. The spacing $E_1-E_0$, which sets the photon energy of the lowest intersubband transition in this one-electron model, comes out as 0.144 eV instead of 0.120 eV, an excess of 20%.

**Q:** Is my rule always too high?

**A:** No. It replaces $r$ by 1. If $m_b>m_w$, then $r<1$, so your right side is larger and the crossing moves to higher energy. If $m_b<m_w$, it moves to lower energy. With the two masses of this well exchanged, the BenDaniel-Duke ground level is 0.0289 eV and yours is 0.0232 eV.

**Q:** What does the correct ground state look like at the interface?

**A:** It has $k=0.02269$ Å$^{-1}$ and $\kappa=0.0973$ Å$^{-1}$. With $a=50$ Å, $ka=1.134$ and $\tan ka=2.14$, so the left side of (4) is $0.0487$ Å$^{-1}$. The right side is $0.5\times0.0973=0.0487$ Å$^{-1}$.

Normalized to $\int F^2dz=1$, the envelope has $F(a)=0.0510$ Å$^{-1/2}$. Its slope is $-0.00248$ Å$^{-3/2}$ on the well side and $-0.00496$ Å$^{-3/2}$ on the barrier side. Dividing by 0.05 and 0.10 gives $-0.0496$ Å$^{-3/2}$ on both sides.

Your ground state has the slope $-0.00324$ Å$^{-3/2}$ on both sides, but slope over mass is $-0.0647$ on one side and $-0.0324$ on the other.

**Q:** A real interface is not infinitely sharp. If the mass changes smoothly, $F'$ is continuous after all. Does the kink not disappear?

**A:** It becomes a steep but continuous change. Let $m$ and $V$ both rise linearly over a width $w$ centred on $z=a$. By (2), $F'=mu$ must follow the changing mass, while $u$ changes at the finite rate $2(V-E)F$. Across the ramp the change of $u$ is therefore proportional to $w$ for small $w$, but the factor $m_b/m_w$ in $F'$ remains.

The size of the correction follows from (2). The mean band edge in the ramp is $V_0/2$, so to first order in $w$

$$\frac{\delta u}{u}\approx 2w\left(\frac{V_0}2-E\right)\frac Fu .$$

On the well side $F/u=m_wF/F'=-m_w/(k\tan ka)$, and $2m_w=k^2/E$. Therefore

$$\frac{\delta u}{u}\approx-\,w\,\frac{k}{\tan ka}\left(\frac{V_0}{2E}-1\right).$$

For the ground state this is $-w\times(0.02269/2.14)\times4.10=-0.043$ for each ångström of width. I also integrated (2) numerically through the ramp, starting from the well solution at the energy $E_0$ of the abrupt well:

| $w$ (Å) | $u$, end/start | $F'$, end/start |
|---|---|---|
| 1 | 0.957 | 1.915 |
| 0.1 | 0.996 | 1.991 |
| 0.01 | 0.9996 | 1.999 |

The ratio of slopes tends to 2, not to 1. The narrowest ramps show the mathematical limit; an effective mass has no literal meaning on a scale far below one lattice cell.

**Q:** Could I avoid the question by expanding $F$ in smooth functions? Every sum would then have a continuous slope.

**A:** Every finite sum would, but if you use the sums to minimize the energy that belongs to (1), the results still approach the BenDaniel-Duke levels. Equation (1) follows from making this energy,

$$\int\left(\frac{F'^2}{2m}+VF^2\right)dz$$

stationary at fixed $\int F^2dz$, for real $F$. With $E$ as the multiplier for the norm, a variation $\delta F$ must satisfy

$$\int\left[u\,\delta F'+2(V-E)F\,\delta F\right]dz=0 .$$

Integrate the first term by parts separately on each side of an interface at $z=0$. The left side contributes $+u(0^-)\delta F(0)$ and the right side $-u(0^+)\delta F(0)$, so

$$\int\left[-u'+2(V-E)F\right]\delta F\,dz-\left[u(0^+)-u(0^-)\right]\delta F(0)=0 .$$

Variations that vanish at the interface give (2) inside the layers. A variation that does not vanish there then gives $u(0^+)=u(0^-)$. The condition comes out of the minimization; it need not be put in.

I placed the well between hard walls at $\pm300$ Å and used the even functions $\cos[(j+\tfrac12)\pi z/300\,\text{Å}]$. With 75 functions the ground level lies 0.00025 eV above the BenDaniel-Duke value, and with 300 functions 0.00007 eV above it. Your level is 0.0126 eV above it. The smooth sums imitate the kink by a rapid change of slope.

**Q:** Inside each layer, though, I solved $-F''/(2m)+VF=EF$, which is the same as (1) there. And my energies are real. Why is my version not an equally good Hamiltonian?

**A:** Written for all $z$, your equation is $F''=2m(V-E)F$. Integrating it across the interface does give a continuous $F'$, so your rule and your equation agree with each other. Their trouble lies in what $|F|^2$ means.

Take two real solutions, multiply $-F_j''/(2m)+VF_j=E_jF_j$ by $mF_i$, do the same with $i$ and $j$ exchanged, and subtract. The terms in $V$ cancel:

$$-\frac12\left(F_iF_j'-F_jF_i'\right)'=(E_j-E_i)\,mF_iF_j .$$

The bracket on the left is continuous under your rule and vanishes at infinity, so the integral of the left side is zero. For $E_i\ne E_j$ this gives

$$\int mF_iF_j\,dz=0 .$$

The same step with $F^*$ and $F$ gives $(E-E^*)\int m|F|^2dz=0$, which is why your energies are real. But the orthogonality carries the weight $m(z)$. In the BenDaniel-Duke case the corresponding bracket is $F_iu_j-F_ju_i$, no factor $m$ is needed, and the result is $\int F_iF_jdz=0$.

States 0 and 1 have opposite parity and are orthogonal in any case, so look at states 0 and 2. Each normalized to $\int F^2dz=1$, your states have an overlap $S$ of magnitude 0.055. In the equal superposition $(F_0e^{-iE_0t}+F_2e^{-iE_2t})/\sqrt2$ the total probability is

$$\int|F|^2dz=1+S\cos[(E_2-E_0)t],$$

which swings between 0.945 and 1.055. An isolated electron cannot do that.

**Q:** Does the same fault appear in a current?

**A:** Yes. In the BenDaniel-Duke model $\partial_tF=\tfrac i2u'-iVF$. The potential term drops out of the rate of change of the density:

$$\partial_t|F|^2=2\,\mathrm{Re}(F^*\partial_tF)=-\mathrm{Im}(F^*u') .$$

Since $(F^*)'u=m|u|^2$ is real, $\mathrm{Im}(F^*u')$ is the derivative of

$$J=\mathrm{Im}(F^*u), \tag{5}$$

so $\partial_t|F|^2=-J'$. A plane wave of amplitude $A$ carries $J=v|A|^2$ with $v=k/m$.

Let an electron come from layer 1 onto a single interface, with $e^{ik_1z}+\rho e^{-ik_1z}$ on the left and $\tau e^{ik_2z}$ on the right. Continuity of $F$ and $u$ gives

$$1+\rho=\tau,\qquad v_1(1-\rho)=v_2\tau .$$

Substituting the first into the second,

$$\rho=\frac{v_1-v_2}{v_1+v_2},\qquad \tau=\frac{2v_1}{v_1+v_2}.$$

The reflected and transmitted fractions of the current are

$$R=\rho^2=\frac{(v_1-v_2)^2}{(v_1+v_2)^2},\qquad T=\frac{v_2}{v_1}\tau^2=\frac{4v_1v_2}{(v_1+v_2)^2},$$

and $R+T=1$. Reflection vanishes when the velocities match, not when the wavenumbers do.

Your rule replaces $v$ by $k$ in $\rho$ and $\tau$, but the factor $v_2/v_1=(m_1/m_2)(k_2/k_1)$ in the current stays. With $X=4k_1k_2/(k_1+k_2)^2$,

$$R=1-X,\qquad T=\frac{m_1}{m_2}X,\qquad R+T=1+\left(\frac{m_1}{m_2}-1\right)X. \tag{6}$$

Take an electron 0.60 eV above the well bottom, going from well material into barrier material. Then $k_1=0.0887$ and $k_2=0.0725$ Å$^{-1}$, while $v_1=0.939$ and $v_2=0.383$ atomic units. The correct reflection is $R=(0.556/1.322)^2=0.177$, with $T=0.823$. Your rule has $X=0.990$, hence $R=0.010$, $T=0.495$ and a sum of 0.505: about half of the incident current is missing. In the opposite direction $m_1/m_2=2$ and $X$ is unchanged, so the sum is 1.99 and current is created.

**Q:** Suppose I take the weight seriously and call $m|F|^2$ the probability density. Is my calculation then consistent?

**A:** It is, but as a different model. Set $G=\sqrt m\,F$, so that $|G|^2$ is the density. Multiplying your equation by $\sqrt m$ gives

$$-\frac1{2\sqrt m}\frac{d^2}{dz^2}\left(\frac{G}{\sqrt m}\right)+VG=EG .$$

This operator is symmetric in the ordinary sense and has your energies. The envelope that now carries the probability is $G$, and since $F$ is continuous, $G$ jumps by the factor $\sqrt{m_2/m_1}$. So you cannot keep all three of these at a mass step: a continuous envelope, a continuous slope, and the square of that envelope as the density with current (5).

**Q:** Then does conservation of current prove that $F'/m$ is the right quantity?

**A:** It does not. Suppose a real matrix $M$ takes the pair (envelope, slope over mass) from the left of the interface to the right. In the current on the right,

$$\mathrm{Im}\left[(M_{11}F+M_{12}u)^*(M_{21}F+M_{22}u)\right],$$

the terms with $|F|^2$ and $|u|^2$ are real and drop out. Because $\mathrm{Im}(u^*F)=-\mathrm{Im}(F^*u)$, the rest is

$$J_{\text{right}}=(M_{11}M_{22}-M_{12}M_{21})\,J_{\text{left}}=\det M\;J_{\text{left}} .$$

Current conservation requires $\det M=1$, and many matrices satisfy that. The BenDaniel-Duke rule is the identity matrix. Your original rule is $\mathrm{diag}(1,m_1/m_2)$, whose determinant differs from 1.

The matrix $\mathrm{diag}(c,1/c)$ conserves current for any real $c\neq0$. Its conditions are $c(1+\rho)=\tau$ and $v_1(1-\rho)/c=v_2\tau$, so

$$\rho=\frac{v_1-c^2v_2}{v_1+c^2v_2}.$$

For $c=1.2$ and the same electron, $R=0.067$ and $T=0.933$. The sum is 1, yet the reflection is well below the BenDaniel-Duke value of 0.177. The model with $G$ belongs to this family: $G$ is multiplied by $\sqrt{m_2/m_1}$, and $G'/m=F'/\sqrt m$ is divided by it, so $c^2=m_2/m_1$.

**Q:** So how do I know which rule a given junction obeys?

**A:** The effective masses and band edges of the two layers do not decide it. Within the BenDaniel-Duke Hamiltonian, (3) is a consequence and there is no freedom left. Whether that Hamiltonian describes a given junction is a separate question, to be settled by a calculation that resolves the atoms at the interface or by measurement.

Some changes can be followed within the model. An in-plane wavevector $k_\parallel$ adds $k_\parallel^2/(2m)$ to $V$; this is bounded, so (3) stands, although the levels move. A very thin interface layer represented by $V=\lambda\,\delta(z)$ is not bounded, and integrating (2) then gives $u(0^+)-u(0^-)=2\lambda F(0)$. If several bands mix, $F$ has several components and the current contains terms that couple them, so the one-band condition (3) cannot simply be applied to each component. Equation (1) also assumes that the mass does not depend on energy. In a real semiconductor with so light a mass, it usually grows with the energy $E$ above the band edge. In a two-band model with a gap of 1 eV, for example, the mass defined by $E=k^2/(2m)$ is proportional to $1+E/(1\,\text{eV})$, which makes it 35% heavier at 0.35 eV. The group velocity is then no longer $k/m$: the ratio $k/v$ grows as $1+2E/(1\,\text{eV})$, and $v$ stays below 0.61 atomic units, less than the 0.939 used above. Below a band edge the same formula makes the mass lighter. The ground level lies 0.36 eV under the barrier edge, so with a barrier gap of 2 eV the barrier mass there is 18% smaller and the mass ratio is nearer 0.6 than 0.5. The levels, the size of the kink and the reflection at 0.60 eV therefore illustrate the matching rule; they do not predict values for a particular material.

If you adopt the BenDaniel-Duke Hamiltonian for your well, with its abrupt steps, replace $r=1$ by $r=0.5$ in (4).
